# Bond Currents and the Landauer Current through Any Dividing Surface: a numerical check

```python
# Result under test: the particle current into site i from site j is
#   J[i,j] = 2 Im(H[i,j] rho[j,i]),  rho[j,i] = <c_i^dagger c_j>,
# and in a steady state its sum over any surface separating lead L from lead R
# is the Landauer current  integral dE/(2 pi) T(E) (f_L - f_R).
# G: retarded Green function; Gamma: lead broadening; Gn = -i G_lesser.
# Hartree atomic units, one spin. Device sites are labelled 1..6:
# top row 1,3,5 and bottom row 2,4,6. In 8x8 current matrices, node 0 is
# lead L, nodes 1..6 are the device sites and node 7 is lead R.
import numpy as np
from scipy.linalg import expm
from scipy.special import expit
from scipy.constants import physical_constants

t_dev, t_lead, r_lead, v_con = 0.05, 0.10, 0.04, 0.05
impurity, phase = 0.03, np.pi / 3
mu_L, mu_R, kT = 0.02, -0.02, 0.005


def fermi(energy, mu):
    return expit(-(energy - mu) / kT)


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def bond_currents(h, rho):
    return 2 * np.imag(h * np.swapaxes(rho, -1, -2))


# --- Many-body test of the bond formula, with density interactions ---
rng = np.random.default_rng(4)
z, one = np.diag([1.0, -1.0]), np.eye(2)
low = np.array([[0.0, 1.0], [0.0, 0.0]])
c = [np.kron(np.kron(low, one), one), np.kron(np.kron(z, low), one),
     np.kron(np.kron(z, z), low)]
num = [a.T @ a for a in c]
h3 = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
h3 = (h3 + dagger(h3)) / 2
state = rng.normal(size=8) + 1j * rng.normal(size=8)
state /= np.linalg.norm(state)
rho3 = np.array([[np.vdot(state, c[i].T @ c[j] @ state) for i in range(3)]
                 for j in range(3)])
J3 = bond_currents(h3, rho3)


def density_rate(ham, i, dt=1e-4):
    n = []
    for s in (dt, -dt):
        psi = expm(-1j * s * ham) @ state
        n.append(np.vdot(psi, num[i] @ psi).real)
    return (n[0] - n[1]) / (2 * dt)


ham_full = sum(h3[i, j] * c[i].T @ c[j] for i in range(3) for j in range(3))
ham_full = ham_full + 0.7 * num[0] @ num[1] + 0.4 * num[1] @ num[2]
fock_error = 0.0
for i in range(3):
    fock_error = max(fock_error, abs(density_rate(ham_full, i) - J3[i].sum()))
    for j in range(3):
        if i != j:
            one_bond = h3[i, j] * c[i].T @ c[j] + h3[j, i] * c[j].T @ c[i]
            fock_error = max(fock_error,
                             abs(density_rate(one_bond, i) - J3[i, j]))
assert fock_error < 1e-6

# --- Device and its Green functions ---
h_dev = np.zeros((6, 6), complex)
for col in range(3):
    h_dev[2 * col + 1, 2 * col] = -t_dev
    if col < 2:
        for row, sign in ((0, 1), (1, -1)):
            h_dev[2 * col + 2 + row, 2 * col + row] = (
                -t_dev * np.exp(1j * sign * phase / 2))
h_dev = h_dev + dagger(h_dev)
h_dev[2, 2] = impurity
chi = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)
mode_energy = np.array([-r_lead, r_lead])


def green(energy):
    sig = np.zeros((2, len(energy), 6, 6), complex)
    for m in range(2):
        x = energy - mode_energy[m]
        root = np.sqrt(4 * t_lead**2 - x**2 + 0j)
        root = root * np.where(x > 2 * t_lead, -1, 1)
        g = (x - 1j * root) / (2 * t_lead**2)
        block = v_con**2 * g[:, None, None] * np.outer(chi[:, m], chi[:, m])
        sig[0, :, :2, :2] += block
        sig[1, :, 4:, 4:] += block
    G = np.linalg.inv(energy[:, None, None] * np.eye(6) - h_dev
                      - sig[0] - sig[1])
    return G, sig, 1j * (sig - dagger(sig))


def transmission(G, gam):
    return np.trace(gam[0] @ G @ gam[1] @ dagger(G), axis1=1, axis2=2).real


def spectral_currents(energy, muL, muR):
    G, sig, gam = green(energy)
    inflow = [fermi(energy, mu)[:, None, None] * gam[a]
              for a, mu in enumerate((muL, muR))]
    Gn = G @ (inflow[0] + inflow[1]) @ dagger(G)
    K = np.zeros((len(energy), 8, 8))
    K[:, 1:7, 1:7] = bond_currents(h_dev, Gn)
    for a, node in ((0, 0), (1, 7)):
        source = sig[a] @ Gn + inflow[a] @ dagger(G)
        s = 2 * np.diagonal(source, axis1=1, axis2=2).imag
        K[:, 1:7, node], K[:, node, 1:7] = s, -s
    return K, Gn, transmission(G, gam)


def surface_sums(K):
    sums = []
    for mask in range(64):
        left = [0] + [i + 1 for i in range(6) if mask >> i & 1]
        right = [n for n in range(8) if n not in left]
        sums.append(K[np.ix_(right, left)].sum())
    return np.array(sums)


# Quadrature split at the lead subband edges, smooth at each square root
x, w = np.polynomial.legendre.leggauss(240)
theta = (x + 1) * np.pi / 2
edges = [-2 * t_lead - r_lead, -2 * t_lead + r_lead,
         2 * t_lead - r_lead, 2 * t_lead + r_lead]
E = np.concatenate([a + (b - a) * (1 - np.cos(theta)) / 2
                    for a, b in zip(edges[:-1], edges[1:])])
wE = np.concatenate([w * np.pi / 2 * (b - a) / 2 * np.sin(theta)
                     for a, b in zip(edges[:-1], edges[1:])]) / (2 * np.pi)

K_E, Gn_E, T_E = spectral_currents(E, mu_L, mu_R)
K = np.tensordot(wE, K_E, axes=1)
rho_dev = np.tensordot(wE, Gn_E, axes=1)
landauer = np.sum(wE * T_E * (fermi(E, mu_L) - fermi(E, mu_R)))
sums = surface_sums(K)
surface_error = np.max(np.abs(sums - landauer))
assert surface_error < 1e-10
site_error = np.max(np.abs(K_E[:, 1:7, :].sum(axis=2)))
assert site_error < 1e-9

# --- Wave matching at one energy: scattering states and transmission ---
E0 = 0.01
G0, sig0, gam0 = green(np.array([E0]))
T0 = transmission(G0, gam0)[0]
k = np.arccos((mode_energy - E0) / (2 * t_lead))
vel = 2 * t_lead * np.sin(k)
M = np.zeros((10, 10), complex)
M[:2, :2] = t_lead * chi * np.exp(-1j * k)
M[:2, 2:4] = -v_con * np.eye(2)
M[2:8, 2:8] = E0 * np.eye(6) - h_dev
M[2:4, :2] = v_con * chi
M[6:8, 8:] = v_con * chi
M[8:, 8:] = t_lead * chi * np.exp(-1j * k)
M[8:, 6:8] = -v_con * np.eye(2)
T_wave, A_wave = 0.0, np.zeros((6, 6), complex)
for m in range(2):
    rhs = np.zeros(10, complex)
    rhs[:2] = -t_lead * chi[:, m] * np.exp(1j * k[m])
    rhs[2:4] = -v_con * chi[:, m]
    sol = np.linalg.solve(M, rhs)
    T_wave += np.sum(np.abs(sol[8:])**2 * vel) / vel[m]
    A_wave += np.outer(sol[2:8], sol[2:8].conj()) / vel[m]
assert abs(T_wave - T0) < 1e-10
assert np.allclose(A_wave, (G0 @ gam0[0] @ dagger(G0))[0], atol=1e-9)

# --- Long finite system: separated leads joined to an empty device ---
N, pad = 250, 12
ncol = 2 * N + 3
H = np.zeros((2 * ncol, 2 * ncol), complex)
for col in range(ncol):
    H[2 * col + 1, 2 * col] = -r_lead
    if col < ncol - 1:
        hop = v_con if col in (N - 1, N + 2) else t_lead
        for row in range(2):
            H[2 * col + 2 + row, 2 * col + row] = -hop
H = H + dagger(H)
H[2 * N:2 * N + 6, 2 * N:2 * N + 6] = h_dev
e_lead, u_lead = np.linalg.eigh(H[:2 * N, :2 * N].real)
rho_start = np.zeros((2 * ncol, 2 * ncol))
rho_start[:2 * N, :2 * N] = (u_lead * fermi(e_lead, mu_L)) @ u_lead.T
rho_start[2 * N + 6:, 2 * N + 6:] = (u_lead * fermi(e_lead, mu_R)) @ u_lead.T
e_all, u_all = np.linalg.eigh(H)
assert np.max(np.abs(e_all)) < 2 * t_lead + r_lead  # no state outside bands
win = slice(2 * (N - pad), 2 * (N + 3 + pad))
group = np.zeros((8, 4 * pad + 6))
group[0, :2 * pad] = 1
group[1:7, 2 * pad:2 * pad + 6] = np.eye(6)
group[7, 2 * pad + 6:] = 1


def evolved_currents(time):
    U = (u_all[win] * np.exp(-1j * e_all * time)) @ dagger(u_all)
    J = bond_currents(H[win, win], U @ rho_start @ dagger(U))
    return group @ J @ group.T, J[pad:, :pad].sum()


t_late, t_early = 1800.0, 20.0
K_late, inside_lead = evolved_currents(t_late)
late_error = np.max(np.abs(K_late - K))
late_surface_error = np.max(np.abs(surface_sums(K_late) - landauer))
assert late_error < 5e-6  # residual power-law transient at finite time
assert late_surface_error < 5e-6
assert abs(inside_lead - landauer) < 5e-6
early = surface_sums(evolved_currents(t_early)[0])
assert np.ptp(early) > 1e-4

# --- Equilibrium: circulating currents, vanishing surface sums ---
K_eq = np.tensordot(wE, spectral_currents(E, 0.0, 0.0)[0], axes=1)
rho_eq = (u_all[win] * fermi(e_all, 0.0)) @ dagger(u_all[win])
K_diag = group @ bond_currents(H[win, win], rho_eq) @ group.T
eq_error = np.max(np.abs(K_eq - K_diag))
assert eq_error < 1e-8
assert np.max(np.abs(K_eq[1:7, 1:7])) > 1e-5
assert np.max(np.abs(surface_sums(K_eq))) < 1e-10

# --- Two wrong counts: omitted lead bonds, and the literal Im(H G_lesser) ---
device_only = K[2:7, 1].sum()
assert np.max(np.abs([K[np.ix_([n for n in range(1, 7) if n != i], [i])].sum()
                      - landauer for i in (1, 2)])) > 1e-4
literal = 2 * np.imag(h_dev * (1j * rho_dev).T)
literal_sum = literal[2, 0] + literal[3, 1]
assert abs(literal_sum - landauer) > 1e-3

print(f"Hopping: device {t_dev}, lead {t_lead}, contact {v_con} hartree")
print(f"Lead rung hopping {r_lead}, impurity at site 3 {impurity} hartree")
print(f"Peierls phase per plaquette: {phase:.6f} rad")
print(f"mu_L {mu_L}, mu_R {mu_R}, kT {kT} hartree")
print(f"Many-body bond test, largest error: {fock_error:.1e} a.u.")
print(f"T at E = {E0} hartree: Green function {T0:.6f}, waves {T_wave:.6f}")
print("Bond currents a->b in 1e-3 a.u.: steady | time-evolved | equilibrium")
for a, b in ((1, 3), (3, 5), (2, 4), (4, 6), (1, 2), (3, 4), (5, 6),
             (0, 1), (0, 2), (5, 7), (6, 7)):
    name = {0: "L", 7: "R"}
    print(f"  {name.get(a, a)}->{name.get(b, b)}: {1e3*K[b, a]:9.5f} | "
          f"{1e3*K_late[b, a]:9.5f} | {1e3*K_eq[b, a]:9.5f}")
print("Surfaces avoiding the contacts, sum of bond currents in 1e-3 a.u.:")
for mask in range(64):
    if mask & 0b110011 == 0b000011:
        S = [i + 1 for i in range(6) if mask >> i & 1]
        print(f"  left-hand sites {S}: {1e3*sums[mask]:.6f}")
print(f"Landauer current: {1e3*landauer:.6f} x 1e-3 a.u.")
amp = physical_constants["atomic unit of current"][0]
print(f"Landauer current, magnitude per spin: {landauer*amp*1e6:.4f} microampere")
print(f"All 64 partitions, largest deviation: {surface_error:.1e} a.u.")
print(f"Largest spectral current imbalance at a site: {site_error:.1e}")
print(f"S = [1], device bonds only: {1e3*device_only:.6f} x 1e-3 a.u.")
print(f"S = [1], added bond L->2: {1e3*K[2, 0]:.6f} x 1e-3 a.u.")
print(f"S = [1], full surface sum: {1e3*sums[1]:.6f} x 1e-3 a.u.")
print(f"Literal 2 Im(H G_lesser), bonds 1-3 and 2-4: {literal_sum:.6f} hartree")
print(f"Finite leads: {N} columns each; late time {t_late:.0f} a.u.")
print(f"Late bond currents, largest deviation: {late_error:.1e} a.u.")
print(f"Late surface sums, largest deviation: {late_surface_error:.1e} a.u.")
print(f"Late current through a cut inside lead L: {1e3*inside_lead:.5f} x 1e-3 a.u.")
print(f"Early time {t_early:.0f} a.u.: surface sums from {1e3*early.min():.4f} "
      f"to {1e3*early.max():.4f} x 1e-3 a.u.")
print(f"Equilibrium against diagonalization, largest error: {eq_error:.1e} a.u.")
print("every check passed")
```

Running it gives:

```
Hopping: device 0.05, lead 0.1, contact 0.05 hartree
Lead rung hopping 0.04, impurity at site 3 0.03 hartree
Peierls phase per plaquette: 1.047198 rad
mu_L 0.02, mu_R -0.02, kT 0.005 hartree
Many-body bond test, largest error: 1.9e-09 a.u.
T at E = 0.01 hartree: Green function 1.685204, waves 1.685204
Bond currents a->b in 1e-3 a.u.: steady | time-evolved | equilibrium
  1->3:   7.25034 |   7.25034 |   3.43175
  3->5:   6.96126 |   6.96126 |   3.43175
  2->4:   1.63941 |   1.63941 |  -3.43175
  4->6:   1.92850 |   1.92850 |  -3.43175
  1->2:  -3.23882 |  -3.23882 |  -3.71888
  3->4:   0.28909 |   0.28909 |  -0.00000
  5->6:   2.27655 |   2.27655 |   3.71888
  L->1:   4.01152 |   4.01152 |  -0.28713
  L->2:   4.87824 |   4.87824 |   0.28713
  5->R:   4.68471 |   4.68471 |  -0.28713
  6->R:   4.20505 |   4.20505 |   0.28713
Surfaces avoiding the contacts, sum of bond currents in 1e-3 a.u.:
  left-hand sites [1, 2]: 8.889757
  left-hand sites [1, 2, 3]: 8.889757
  left-hand sites [1, 2, 4]: 8.889757
  left-hand sites [1, 2, 3, 4]: 8.889757
Landauer current: 8.889757 x 1e-3 a.u.
Landauer current, magnitude per spin: 58.8824 microampere
All 64 partitions, largest deviation: 6.9e-18 a.u.
Largest spectral current imbalance at a site: 1.1e-15
S = [1], device bonds only: 4.011520 x 1e-3 a.u.
S = [1], added bond L->2: 4.878237 x 1e-3 a.u.
S = [1], full surface sum: 8.889757 x 1e-3 a.u.
Literal 2 Im(H G_lesser), bonds 1-3 and 2-4: -0.051405 hartree
Finite leads: 250 columns each; late time 1800 a.u.
Late bond currents, largest deviation: 4.0e-11 a.u.
Late surface sums, largest deviation: 9.1e-11 a.u.
Late current through a cut inside lead L: 8.88974 x 1e-3 a.u.
Early time 20 a.u.: surface sums from -25.0791 to 35.7176 x 1e-3 a.u.
Equilibrium against diagonalization, largest error: 4.8e-16 a.u.
every check passed
```
